\section*{Residual resistivity of 3d impurities in aluminium: the virtual bound state}

\section*{Exercise}

Aluminium contains a small atomic fraction $x$ of one 3d element. Treat the host as a free-electron metal with $Z=3$ conduction electrons per atom, electron density $n$, Fermi wave number $k_F$ and Fermi velocity $v_F=\hbar k_F/m$. The temperature is low enough for phonon scattering to be negligible. The impurities scatter independently and elastically and carry no magnetic moment. The five d orbitals of an impurity are degenerate and lie inside the conduction band, where they form a resonance, Friedel's virtual bound state, holding $N_d$ electrons. Gaussian units are used, and $e>0$ is the elementary charge.

\begin{enumerate}
\item Relate the d phase shift $\delta_2$ at the Fermi level to $N_d$.
\item Express the resistivity through the scattering amplitude, and then through the phase shifts $\delta_l$.
\item Keep only $\delta_2$ and find how the resistivity depends on $N_d$.
\item Evaluate it for $x=0.01$ across the 3d series. Which element has the largest resistivity, and what does the answer depend on?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item An electron scatters by hopping onto the d orbital and off again. The same Green function fixes the orbital's density of states and the phase shift.
\item In a weak field the change of the distribution is proportional to $\cos\theta_{\mathbf k}$, where $\theta_{\mathbf k}$ is the angle between $\mathbf k$ and the field. See what the collision integral does to this function.
\item Multiplying $P_l(\cos\Theta)$ by $\cos\Theta$ couples $l$ only to $l\pm1$.
\item Count all the electrons displaced by the impurity, not only those in the d channel.
\end{enumerate}

\section*{Solution}

\subsection*{1. Phase shift and occupation}

Let a d orbital of energy $E_d$ be coupled by a constant matrix element $V$ to the conduction states of the same symmetry and spin, which have constant density $\nu$ per unit energy between $-W$ and $W$. Repeated hops into the band and back add to $E_d$ the self-energy
\begin{equation}
\int_{-W}^{W}\frac{\nu V^2\,d\varepsilon}{E-\varepsilon+i0}
=\nu V^2\ln\frac{W+E}{W-E}-i\pi\nu V^2 .
\end{equation}
For $|E|\ll W$ the logarithm is negligible. With $\Delta=\pi\nu V^2$, the Green function of the orbital is therefore
\begin{equation}
G_d(E)=\frac{1}{E-E_d+i\Delta}.
\end{equation}
Its density of states, $-\operatorname{Im}G_d/\pi$, is a Lorentzian of half-width $\Delta$. Five orbitals and two spins give
\begin{align}
N_d&=10\int_{-\infty}^{E_F}\frac{1}{\pi}\frac{\Delta\,dE}{(E-E_d)^2+\Delta^2}\notag\\
&=\frac{10}{\pi}\left[\frac{\pi}{2}+\arctan\frac{E_F-E_d}{\Delta}\right].
\label{eq:nd}
\end{align}
The lower limit $-\infty$ replaces the band bottom, which requires the resonance to lie many widths above it.

The transition matrix element in one channel is $V^2G_d$: hop on, propagate, hop off. The scattering factor is then
\begin{equation}
e^{2i\delta_2}=1-2\pi i\nu V^2G_d
=1-\frac{2i\Delta}{E-E_d+i\Delta}
=\frac{E-E_d-i\Delta}{E-E_d+i\Delta}.
\end{equation}
Write the denominator as $|E-E_d+i\Delta|\,e^{i\varphi}$ with $0<\varphi<\pi$. The ratio is $e^{-2i\varphi}$, so $\delta_2=\pi-\varphi$ on the branch that starts from zero far below the resonance. Since $\cot\varphi=(E-E_d)/\Delta$,
\begin{equation}
\cot\delta_2=\frac{E_d-E}{\Delta},\qquad
\delta_2=\frac{\pi}{2}+\arctan\frac{E-E_d}{\Delta}.
\label{eq:cot}
\end{equation}
At $E=E_F$ this is the bracket in \eqref{eq:nd}. Hence
\begin{equation}
\delta_2(E_F)=\frac{\pi N_d}{10}.
\label{eq:phase}
\end{equation}
An empty resonance has $\delta_2=0$, a half-filled one $\pi/2$ and a full one $\pi$. The equality of $10\delta_2/\pi$ with the occupation of the orbital holds for a wide band and constant $\Delta$. Aluminium, with $E_F\approx11.7$~eV, meets this only roughly: for $W=E_F$ and $\Delta=1$~eV the occupation is 0.8 where $10\delta_2/\pi=1$ and 9.2 where it is 9, and an energy-dependent $\Delta$ also shifts the half-filled point. In general $10\delta_2/\pi$ is the total charge displaced in the d channel (part 4), and $N_d$ in what follows should be read in that sense.

\subsection*{2. Resistivity and phase shifts}

Let the electric field $\mathcal E$ point along $z$, and write the distribution as $f_0+g$. The force on an electron is $-e\mathcal E$, and $\partial f_0/\partial k_z=\hbar v_z f_0'$, where $f_0'=df_0/d\varepsilon$. For elastic scattering the Pauli factors combine to $f(1-f')-f'(1-f)=f-f'$, where in this identity $f$ and $f'$ are the occupations of the initial and final states. With $n_i$ impurities per volume and scattering amplitude $F(\Theta)$, the linearized Boltzmann equation is
\begin{equation}
-e\mathcal E v_z f_0'=n_iv_F\int d\Omega'\,|F(\Theta)|^2\,[g(\mathbf k')-g(\mathbf k)].
\label{eq:boltz}
\end{equation}
Here $\Theta$ is the angle between $\mathbf k$ and $\mathbf k'$. Try $g\propto\cos\theta_{\mathbf k}$. The component of $\mathbf k'$ perpendicular to $\mathbf k$ averages to zero over the azimuth, so $\cos\theta_{\mathbf k'}$ may be replaced by $\cos\Theta\cos\theta_{\mathbf k}$. The right side becomes $-g/\tau$, with
\begin{equation}
\frac1\tau=n_iv_F\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int d\Omega\,(1-\cos\Theta)|F(\Theta)|^2 .
\end{equation}
Equation \eqref{eq:boltz} then gives $g=e\mathcal E\tau v_zf_0'$. The current density is
\begin{align}
j&=-2e\int\frac{d^3k}{(2\pi)^3}\,v_zg
=e^2\mathcal E\tau\;2\int\frac{d^3k}{(2\pi)^3}\,v_z^2(-f_0')\notag\\
&=e^2\mathcal E\tau\,\frac{v_F^2}{3}\,\frac{mk_F}{\pi^2\hbar^2}
=\frac{e^2\tau}{m}\frac{k_F^3}{3\pi^2}\mathcal E
=\frac{ne^2\tau}{m}\mathcal E .
\end{align}
The factor $1/3$ is the angular average of $\cos^2\theta_{\mathbf k}$, and $mk_F/(\pi^2\hbar^2)$ is the density of states for both spins. Thus $\rho=m/(ne^2\tau)$.

For the angular integral, write
\begin{equation}
F=\frac1{k_F}\sum_l(2l+1)a_lP_l(\cos\Theta),\qquad
a_l=e^{i\delta_l}\sin\delta_l=\frac{e^{2i\delta_l}-1}{2i}.
\end{equation}
Since $\int P_lP_{l'}d\Omega=4\pi\delta_{ll'}/(2l+1)$, where $\delta_{ll'}$ is the Kronecker symbol,
\begin{align}
\frac{k_F^2}{4\pi}\int|F|^2d\Omega&=\sum_l(2l+1)|a_l|^2\notag\\
&=\sum_l(l+1)\left(|a_l|^2+|a_{l+1}|^2\right).
\end{align}
The last form splits $2l+1$ into $(l+1)+l$ and shifts $l$ by one in the second part. For the term with $\cos\Theta$, use $(2l+1)\cos\Theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$:
\begin{align}
\frac{k_F^2}{4\pi}\int\cos\Theta\,|F|^2d\Omega
&=\sum_l\left[(l+1)a_{l+1}^*a_l+l\,a_{l-1}^*a_l\right]\notag\\
&=\sum_l(l+1)\,2\operatorname{Re}(a_l^*a_{l+1}),
\end{align}
again after shifting $l$ in the second part. The difference of the two results is a sum of squares:
\begin{align}
S\equiv\frac{k_F^2\sigma_{\rm tr}}{4\pi}
&=\sum_l(l+1)|a_l-a_{l+1}|^2\notag\\
&=\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\label{eq:S}
\end{align}
The last step uses $|a_l-a_{l+1}|=\tfrac12|e^{2i\delta_l}-e^{2i\delta_{l+1}}|=|\sin(\delta_l-\delta_{l+1})|$.

There are $n/Z$ atoms per volume, so $n_i=xn/Z$ to leading order in $x$. Therefore
\begin{equation}
\rho=\frac{m}{ne^2}\,\frac{xn}{Z}\,\frac{\hbar k_F}{m}\,\frac{4\pi S}{k_F^2}
=\frac{4\pi\hbar x}{Ze^2k_F}\,S .
\label{eq:rhoS}
\end{equation}

\subsection*{3. Scattering in the d channel alone}

If only $\delta_2$ is nonzero, two terms of \eqref{eq:S} survive. The pair $(1,2)$ has weight 2 and the pair $(2,3)$ has weight 3, so $S=5\sin^2\delta_2$. With \eqref{eq:phase},
\begin{equation}
\boxed{\;\rho=\frac{20\pi\hbar x}{Ze^2k_F}\,\sin^2\frac{\pi N_d}{10}\;}
\label{eq:result}
\end{equation}
This rises from zero at $N_d=0$ to a single maximum at $N_d=5$ and returns to zero at $N_d=10$. Equation \eqref{eq:cot} gives the equivalent form
\begin{equation}
\sin^2\delta_2=\frac{1}{1+\cot^2\delta_2}=\frac{\Delta^2}{(E_F-E_d)^2+\Delta^2}.
\end{equation}
Along the series the resonance moves down through the Fermi level. If $\Delta$ is the same for all the elements, the resistivity traces a Lorentzian as a function of $E_d$. The height of the maximum does not contain $\Delta$: at resonance the d channel scatters as strongly as unitarity permits.

\subsection*{4. Numbers, and the meaning of $N_d$}

The lattice constant of aluminium is about 4~\AA; take the room-temperature value $a=4.05$~\AA{} as the input of the model. The low-temperature value, about 4.03~\AA, lowers every resistivity below by 0.5\%, enough to change the last digit of some table entries (4.5 to 4.4 in columns A and C). The face-centred cubic cell holds four atoms, so $n=12/a^3=1.806\times10^{23}$~cm$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=1.749$~\AA$^{-1}$. The relation $\rho=m/(ne^2\tau)$ has the same form in SI units, so \eqref{eq:result} can be evaluated with $\hbar/e^2=4108~\Omega$, $e$ being in coulombs:
\begin{equation}
\rho_{\max}=\frac{20\pi\times0.01\times4108~\Omega}{3\times1.749\times10^{8}~\mathrm{cm}^{-1}}
=4.9~\mu\Omega\,\mathrm{cm}.
\end{equation}
In Gaussian units this is $5.5\times10^{-18}$~s. The cross-section at the maximum is $\sigma_{\rm tr}=20\pi/k_F^2=20.5$~\AA$^2$, and the mean free path $1/(n_i\sigma_{\rm tr})$ is 81~\AA. The product of $k_F$ and the mean free path is about 141, large enough for the Boltzmann description.

To assign $N_d$ to an element, count the displaced charge. Enclose the impurity in a large sphere of radius $R$ on which the radial functions vanish. Far from the impurity they behave as $\sin(kr-l\pi/2+\delta_l)$, so the allowed wave numbers obey $kR-l\pi/2+\delta_l=j\pi$ with integer $j$. Switching on the impurity changes the number of states below $k_F$ by $\delta_l(k_F)/\pi$ for each orbital and spin, if $\delta_l$ starts from zero at $k=0$ and no bound state has split off. Complete screening of an impurity with $Z_{\rm imp}$ valence electrons, 3d electrons included, then requires
\begin{equation}
\frac2\pi\left(\delta_0+3\delta_1+5\delta_2\right)=Z_{\rm imp}-Z ,
\label{eq:friedel}
\end{equation}
when the shifts with $l\ge3$ are negligible. This is the Friedel sum rule.

If $\delta_0=\delta_1=0$ is taken literally, \eqref{eq:friedel} forces $N_d=Z_{\rm imp}-3$, and $N_d=5$ belongs to Fe. An atomic-like count with two electrons outside the d shell gives $N_d=Z_{\rm imp}-2$, and $N_d=5$ belongs to Mn. The second count is neutral only if the s and p channels hold
\begin{equation}
\frac2\pi(\delta_0+3\delta_1)=(Z_{\rm imp}-3)-(Z_{\rm imp}-2)=-1
\label{eq:minusone}
\end{equation}
electron. The table gives $\rho$ in $\mu\Omega\,$cm at $x=0.01$. This is a reference concentration: several of these elements, iron among them, dissolve in aluminium in equilibrium only to much smaller fractions, for which $\rho$ is reduced in proportion to $x$. Columns A and C follow from \eqref{eq:result} with $N_d=Z_{\rm imp}-2$ and $N_d=Z_{\rm imp}-3$. Column B belongs to the first variation.

\begin{center}
\begin{tabular}{lcccc}
 & $Z_{\rm imp}-2$ & A & B & C\\
Sc & 1 & 0.5 & 1.1 & 0.0\\
Ti & 2 & 1.7 & 2.5 & 0.5\\
V & 3 & 3.2 & 3.8 & 1.7\\
Cr & 4 & 4.5 & 4.6 & 3.2\\
Mn & 5 & 4.9 & 4.6 & 4.5\\
Fe & 6 & 4.5 & 3.8 & 4.9\\
Co & 7 & 3.2 & 2.5 & 4.5\\
Ni & 8 & 1.7 & 1.1 & 3.2\\
Cu & 9 & 0.5 & 0.3 & 1.7
\end{tabular}
\end{center}

For Cr in column A, for example, $\sin^2(0.4\pi)=0.905$ and $0.905\times4.92=4.5$. Its resonance lies $\Delta\cot(0.4\pi)=0.32\,\Delta$ above the Fermi level. The single peak follows from the resonance model, but the element at its top depends on how the screening charge is shared among the channels. Both integer counts are model assignments. The model also limits the height: with s, p and d shifts only, \eqref{eq:S} gives $S\le1+2+3=6$, or $5.9~\mu\Omega\,$cm at $x=0.01$, whatever the phase shifts. Measured values in aluminium peak around Cr at roughly 7 to $8~\mu\Omega\,$cm per atomic per cent, above this bound. The model thus gives the single-peak shape but not the magnitude, and s, p and d phase shifts on a free-electron host cannot reach the measured peak.

\section*{Variation 1: fixed s and p phase shifts}

\emph{Keep constant $\delta_0$ and $\delta_1$. Does the single peak survive, and where is it?}

Equation \eqref{eq:S} now reads
\begin{equation}
S=\sin^2(\delta_0-\delta_1)+2\sin^2(\delta_1-\delta_2)+3\sin^2\delta_2 .
\end{equation}
Replace the last two squares using $2\sin^2y=1-\cos2y$:
\begin{align}
S&=\sin^2(\delta_0-\delta_1)+\tfrac52-\cos(2\delta_2-2\delta_1)-\tfrac32\cos2\delta_2\notag\\
&=\sin^2(\delta_0-\delta_1)+\tfrac52-\tfrac12\operatorname{Re}\left(B^*e^{2i\delta_2}\right)\notag\\
&=\sin^2(\delta_0-\delta_1)+\tfrac52-\tfrac12|B|\cos(2\delta_2-\arg B),
\end{align}
with $B=3+2e^{2i\delta_1}$. Its real part is at least 1, so $|\arg B|<\pi/2$. For $0<\delta_2<\pi$ the cosine equals $-1$ once, at $2\delta_2=\pi+\arg B$. There is still one maximum, at
\begin{equation}
N_d=5+\frac5\pi\arg B .
\end{equation}

As an illustration, satisfy \eqref{eq:minusone} with $\delta_0=\delta_1=-\pi/8$. Then $B=3+\sqrt2-i\sqrt2$, and the peak moves to $N_d=4.5$, where $S=4.8$. Column B shows the result: Cr and Mn are equal to the digits given. The minimum of $S$ is 0.18 instead of zero. It lies at $2\delta_2=2\pi+\arg B$, or $N_d=9.5$, which is why Cu falls below Sc.

Other divisions of the missing electron change these values. The choice $\delta_0=-\pi/2$, $\delta_1=0$ leaves the peak at $N_d=5$ but adds 1 to $S$ everywhere. The choice $\delta_0=0$, $\delta_1=-\pi/6$ puts the peak at $N_d=4.35$.

\section*{Variation 2: an impurity with a moment}

\emph{Let the resonance hold $N_\uparrow$ and $N_\downarrow$ electrons, with $M=N_\uparrow-N_\downarrow$. The moments are static and randomly oriented, and only d waves scatter. What happens to the peak?}

Each spin has five orbitals, so
\begin{equation}
\delta_\uparrow=\frac{\pi N_\uparrow}{5}=\frac{\pi(N_d+M)}{10},\qquad
\delta_\downarrow=\frac{\pi(N_d-M)}{10}.
\end{equation}
For random orientations an incoming electron meets the two amplitudes with equal probability. The scattering rate, summed over final spins, is the mean of the two rates:
\begin{align}
S&=\tfrac52\left(\sin^2\delta_\uparrow+\sin^2\delta_\downarrow\right)\notag\\
&=\tfrac52\left[1-\tfrac12\cos2\delta_\uparrow-\tfrac12\cos2\delta_\downarrow\right]\notag\\
&=\tfrac52\left[1-\cos\frac{\pi N_d}{5}\cos\frac{\pi M}{5}\right].
\end{align}
For $M=0$ this is $5\sin^2(\pi N_d/10)$, as before. At $N_d=5$ it equals $5\cos^2(\pi M/10)$, so a moment lowers the resistivity where the nonmagnetic model has its maximum.

With the largest possible moment, $M=N_d$ up to half filling and $M=10-N_d$ beyond it. One of the two phase shifts is then 0 or $\pi$, and $S=\tfrac52\sin^2(\pi N_d/5)$. This has two peaks, at $N_d=2.5$ and $7.5$, each half as high as the nonmagnetic one, with a zero between them at $N_d=5$. Whether the single peak of \eqref{eq:result} survives therefore depends on how $M$ varies with $N_d$. A constant $M$ leaves a maximum at $N_d=5$ if $\cos(\pi M/5)>0$, that is $M<2.5$, and turns it into a minimum if $M>2.5$. A moment that exists only for $|N_d-5|<w$ splits the peak whenever its value at $N_d=5$ exceeds $w$, however small both are: $S$ is $5\cos^2(\pi w/10)$ at the edges of that range and $5\cos^2(\pi M/10)$ at its centre. Spin dynamics of the impurity lies outside this static model.

Numbers in the example were calculated in double precision.
